# An open-circuit plane displacement measures the Callen charge, not the Born charge

Displace one interior atomic plane of an insulating crystal by a small distance $u$ along its normal, hold every other ion fixed, and let no free charge reach the outer faces. The dipole created per surface cell is

$$p_{\text{open}}=Z^{L}u,\qquad Z^{L}=\frac{Z^{*}}{\varepsilon_\infty}.$$

Here $Z^*$ is the Born charge, defined by the dipole at zero macroscopic field, $\varepsilon_\infty$ is the dielectric constant of the electrons with the ions clamped, and $Z^L$ is the Callen charge. Since $\varepsilon_\infty>1$, the open-circuit dipole is smaller than $Z^*u$. The missing part is removed by the electrons, which respond to the field that the displacement sets up.

## A crystal in which the two charges differ

The claim to be refuted is that $p_{\text{open}}/u$ equals $Z^*$. One crystal in which both can be computed is enough.

Take cation and anion planes in alternation, $a=2$ Å apart, with a surface cell of area $A=8$ Å$^2$. Each site has one orbital, and there are two electrons per cation–anion pair. Electrons hop between neighbouring planes at distance $\ell$ with amplitude $-t\,e^{-\beta(\ell-a)}$, where $t=2$ eV and $\beta=1$ Å$^{-1}$. The core charges are $C=+2$ on a cation and $C=0$ on an anion, so two electrons on the anion would give ions of charge $\pm2$.

The Coulomb interaction is treated in mean field, each plane acting as a uniformly charged sheet. In atomic units a unit dipole per surface cell makes a potential step

$$S=\frac{4\pi}{A}\;\rightarrow\;22.619\ \text{V per } e\,\text{Å}.$$

A sheet of charge $q_j$ per cell has a field $Sq_j/2$ on either side and attracts electrons, so the energy of an electron on site $i$ is

$$w_i=w_i^0+\frac S2\sum_j|z_i-z_j|\,q_j,\qquad q_j=C_j-n_j,$$

with $n_j$ the number of electrons on site $j$. The hopping and these energies are solved together until the $n_j$ reproduce themselves.

In the undistorted crystal the static charges come out as $q=\pm1.710\,e$. The field between planes alternates between $+Sq/2$ and $-Sq/2$, which lowers the cation level relative to the anion level by $Sqa/2=38.68$ eV. A bare level difference of 43.68 eV therefore leaves 5 eV. The bands are $\pm[(2.5\ \text{eV})^2+(2t\cos ka)^2]^{1/2}$, so the gap is also 5 eV. The large bare difference is a parameter that sets the gap, not an atomic energy. The sign of the shift belongs to smeared sheets: in a real ionic crystal the Madelung potential raises the cation level instead.

**Born charge.** In a periodic cell with zero average field, all cations are moved by $\pm0.002$ Å and the change of dipole is obtained from the Berry phase of the filled band. The result is $Z^*=3.245\,e$ for the cation and $-3.245\,e$ for the anion.

**Open circuit.** A slab of 43 planes ends on anions. One unit of fixed positive charge is added to each end plane, which makes the slab neutral and free of an average interior field before the displacement. Moving the central cation plane changes the dipole $\sum_i q_iz_i$ by

$$p_{\text{open}}/u=0.863\,e.$$

This is about a quarter of the Born charge, and the claim is refuted.

**Dielectric constant.** An external field $E_{\text{ext}}$ of 0.001 V/Å is applied to slabs of 43 and 63 planes. The difference $\Delta p$ of their induced dipoles belongs to the 40 Å of added crystal, since the contributions of the faces cancel. The interior field is $E_{\text{ext}}-S\,\Delta p/(40\ \text{Å})$, and the ratio of external to interior field is $\varepsilon_\infty=3.760$. Then

$$\frac{Z^*}{\varepsilon_\infty}=\frac{3.245\,e}{3.760}=0.863\,e,$$

which is the open-circuit value. With a gap of 7 eV and $t=1.5$ eV, the geometry and $\beta$ being held fixed, the same three calculations give $Z^*=2.461\,e$, $\varepsilon_\infty=1.851$ and an open-circuit charge of $1.330\,e$, again equal to the quotient.

## The part played by screening

The cause can be isolated by repeating the open-slab calculation with all $w_i$ frozen at their values before the displacement. The hopping still changes with the bond lengths, but the electrons no longer feel any new field. The dipole then gives $3.245\,e$, the Born charge.

This agreement has a reason. In the periodic crystal at zero average field, moving all cations by $+u$ or by $-u$ gives mirror images. The site charges and the level difference are therefore even in $u$ and have no first-order change. In this model $Z^*$ is thus the response at fixed $w_i$, and the frozen slab reproduces it for any single plane well away from the faces.

To first order the dipole is the static charge carried along plus the charge transferred between planes:

$$p=q\,u+\sum_i\delta q_i\,z_i .$$

With frozen potentials the transfer contributes $3.245-1.710=+1.535\,e$ per unit displacement. Once the field is allowed to act, the transfer is $0.863-1.710=-0.847\,e$. Here screening reverses its sign, so the Callen charge is smaller even than the static charge. The reversal needs $Z^*-q<(\varepsilon_\infty-1)\,q$. With a cell area of 40 Å$^2$, where $\varepsilon_\infty=1.55$, the transfer stays positive at $+0.381\,e$.

## The general statement and its proof

Let the crystal be an insulator without free carriers, with no macroscopic field before the displacement. Let the plane normal be a principal axis, so that one component of each tensor suffices. If the plane holds several atoms per surface cell, $Z^*$ is their sum. All quantities below are changes of first order in $u$, in atomic units with $D=E+4\pi P$.

**One plane at zero average field.** Consider a length $L$ of crystal, periodically repeated, containing $N$ equivalent planes. If all of them move by $u$ at $E=0$, the dipole per surface cell is $NZ^*u$, by the definition of $Z^*$. To first order this is the sum of $N$ single-plane responses, which are equal by translation symmetry. One displaced plane therefore gives $Z^*u$, whatever $L$ is.

**Adding a field.** If the average field is $E$, the clamped crystal acquires a further polarization $\chi E$ in the volume $AL$:

$$p=Z^*u+\chi ALE,\qquad \varepsilon_\infty=1+4\pi\chi .$$

**Open circuit.** With no free charge, $D=0$. Since $P=p/(AL)$,

$$0=E+\frac{4\pi p}{AL}\quad\Rightarrow\quad E=-\frac{4\pi p}{AL}.$$

Inserting this field gives

$$p=Z^*u-4\pi\chi\,p\quad\Rightarrow\quad p\,(1+4\pi\chi)=Z^*u\quad\Rightarrow\quad p=\frac{Z^*}{\varepsilon_\infty}\,u .$$

The length has cancelled. The average field vanishes as $1/L$, but it polarizes a length $L$, so its effect on the dipole stays finite. Neglecting the field because the crystal is long is the error that leads to $Z^*$.

**From the repeated crystal to a slab.** Far from the plane the crystal is undistorted, so $E=D/\varepsilon_\infty=0$ and $P=0$ there. The dipole is confined to the neighbourhood of the plane, and distant faces do not affect it. The average field is a potential step at the plane,

$$\Delta\varphi=-EL=\frac{4\pi Z^Lu}{A}.$$

**Why the charge is smaller.** Let $\tfrac12\alpha P^2$ be the energy per volume of an electronic polarization $P$ between shorted electrodes. In a field the minimum of $\tfrac12\alpha P^2-EP$ lies at $P=E/\alpha$, so $\chi=1/\alpha$. A stable unpolarized state needs $\alpha>0$. Hence $\chi>0$, $\varepsilon_\infty>1$, and $|Z^L|<|Z^*|$ whenever $Z^*\neq0$. The two charges merge as $\varepsilon_\infty\to1$. If $\varepsilon_\infty$ grows without limit while $Z^*$ stays finite, the open-circuit dipole goes to zero.

## Shorted films and films in series with a gap

In a shorted crystal the average field is zero, so a uniform field must cancel the step:

$$E_{\text{far}}=\frac{\Delta\varphi}{L}=\frac{4\pi Z^Lu}{AL}.$$

It polarizes the crystal and adds the dipole

$$\chi ALE_{\text{far}}=(\varepsilon_\infty-1)Z^Lu=(Z^*-Z^L)u .$$

The Born dipole is thus the local Callen dipole plus the polarization of the whole film.

Now let a thick film of length $L$ lie in series with a layer of thickness $g$ and dielectric constant $\varepsilon_g$, the outer electrodes being shorted. Zero total voltage requires $EL+E_gg=0$. Since $D=\varepsilon_gE_g$ is common to both layers,

$$D=-rE,\qquad r=\frac{\varepsilon_gL}{g}.$$

In the film $D=\varepsilon_\infty E+4\pi Z^*u/(AL)$. Equating the two expressions gives

$$E=-\frac{4\pi Z^*u}{AL(\varepsilon_\infty+r)},\qquad p=Z^*u\left[1-\frac{\varepsilon_\infty-1}{\varepsilon_\infty+r}\right]=Z^*u\,\frac{1+r}{\varepsilon_\infty+r}.$$

For $g\to0$ this is $Z^*u$, and for $g\to\infty$ it is $Z^*u/\varepsilon_\infty$. A slab calculation repeated periodically with vacuum between the slabs, and with zero average field over the whole period, is the case $\varepsilon_g=1$. Its dipole lies between the two limits and depends on the vacuum thickness. Here $L$ is the thickness that reproduces the polarizability of the slab, and $g$ is the rest of the period. For the 43 planes, which span 84 Å, $L=83.7$ Å, and a period of 94 Å gives $p/u=2.49\,e$.

## Numbers for a 0.01 Å displacement

In the open slab the dipole is $0.863\,e\times0.01$ Å $=0.00863\,e$Å, and the step is $22.619\times0.00863=0.195$ V. The Born charge would have predicted 0.734 V. Between 14 and 26 Å from the plane the self-consistent potential changes by only $4\times10^{-7}$ V, so the far field is indeed negligible.

In a shorted, periodically repeated film of 40 Å the dipole is $0.03245\,e$Å. The far field is $0.195\ \text{V}/40\ \text{Å}=0.00488$ V/Å, or 0.49 MV/cm, and the polarized film supplies $0.03245-0.00863=0.02382\,e$Å. The charge that passes through the circuit is $p/(AL)=0.03245/(8\times40)=1.01\times10^{-4}\,e$/Å$^2$, or 0.16 µC/cm$^2$.

The gap and $\varepsilon_\infty$ lie roughly where those of wide-gap high-k gate oxides do; the formal charge of 2 is low for oxides of tetravalent metals. Real films can strongly violate the assumption of clamped ions. A rigid translation of a neutral crystal makes no dipole, so the $Z^L$ of a cell add to zero, and if all other ions followed the plane the whole $0.863\,e$ would disappear. The remaining corrections found in the model are smaller. Relative to $0.863\,e$, the open-circuit charge changes by $-0.3\%$ for a displacement of 0.05 Å, by $+0.5\%$ in a slab of 7 planes, and by $+4.7\%$ for the outermost cation plane. The two end planes lie outside the formula. Each carries $-0.456\,e$, about half the interior value, as the vanishing sum over the slab requires. Thermal carriers are negligible at 400 K, where $e^{-E_g/2k_BT}$ is about $3\times10^{-32}$ for the gap $E_g=5$ eV. Leakage through defects, which the model omits, can limit how long a real film stays in open circuit. The shorted field is about a tenth of a rough breakdown field of 5 MV/cm.
